Typical Hop Length and Energy in Three-Dimensional Mott Hopping

**Problem**

A defect-rich dielectric film conducts by electrons hopping between localized states near the Fermi level. At low field its conductivity follows the three-dimensional Mott law

σ = σ₀ exp[−(T₀/T)^(1/4)], with T₀ = 1.0 × 10⁸ K.

(a) Estimate the length of a typical hop at T = 300 K, in units of the localization length ξ.

(b) Estimate the energy of that hop in eV.

(c) For ξ = 0.30 nm, find the hop length in nm and the density of states that this T₀ implies. Decide which neglected effects matter in a low-k interlayer dielectric.

**Assumptions**

The amplitude of a localized state falls as exp(−r/ξ). A tunnelling rate goes as the square of an amplitude, so it carries exp(−2r/ξ). The states sit at random positions, and their density g, per unit energy and volume, is constant over the energies that matter. The electron starts near the Fermi level and hops up in energy by W, taking this energy from the lattice with probability factor exp(−W/kT). The field is too weak to change the hop. Coulomb interaction and lattice relaxation are left out at first, and σ₀ is taken to vary slowly with temperature.

**Solution: the best compromise**

With an attempt frequency ν, the rate of a hop of length R and energy W is

rate = ν exp(−u), u = 2R/ξ + W/kT.

A short hop tunnels easily, but few states lie close by, and the nearest ones usually differ much in energy. A longer reach offers more states and therefore a smaller energy step. To express this, ask for one expected final state inside a sphere of radius R and an energy window of width W:

(4π/3) R³ g W = 1, so W = 3/(4πgR³).

Substitution leaves a function of R alone:

u(R) = 2R/ξ + B/R³, B = 3/(4πgkT).

Its derivative vanishes when

2/ξ − 3B/R⁴ = 0.

The second derivative, 12B/R⁵, is positive, so this is a minimum of u and a maximum of the rate. Because B/R³ is W/kT, multiplying the condition by R/3 gives

W/kT = 2R/(3ξ).

The thermal term is one third of the tunnelling term. The exponent at the optimum is therefore

u = 2R/ξ + 2R/(3ξ) = 8R/(3ξ).

To connect u with T₀, solve the condition for R:

R⁴ = 3Bξ/2 = 9ξ/(8πgkT).

Then

u⁴ = (8/3)⁴ R⁴/ξ⁴ = (4096/81) × 9/(8πgkTξ³) = 512/(9πgkTξ³).

This has the form u⁴ = T₀/T, with

kT₀ = 512/(9πgξ³).

So u = (T₀/T)^(1/4), which is the Mott law. Inverting u = 8R/(3ξ), and using W/kT = u/4, gives

R = (3/8) ξ (T₀/T)^(1/4),

W = (1/4) kT (T₀/T)^(1/4).

The requirement of one state is a convention. If n states were required, B would become nB. The minimum condition would still make the thermal term one third of the tunnelling term, so the fractions 3/8 and 1/4 would stand. What changes is the numerical factor between T₀ and g. Parts (a) and (b) start from T₀ itself and do not depend on n; the density in part (c) does.

**Answers to (a) and (b)**

The ratio T₀/T is 10⁸/300 = 333 333. Two successive square roots give 577.35 and then

(T₀/T)^(1/4) = 24.03.

The hop length is

R/ξ = (3/8) × 24.03 = 9.01.

With kT = 0.02585 eV, the hop energy is

W = (1/4) × 0.02585 eV × 24.03 = 0.155 eV = 2.49 × 10⁻²⁰ J.

A typical hop thus spans about nine localization lengths and costs about 0.16 eV, six times kT. Tunnelling supplies 18.0 of the exponent and thermal activation 6.0.

The number nine belongs to the amplitude convention. If the decay length were defined by the probability, exp(−r/ξₚ), then ξₚ = ξ/2, and the same physical hop would span about eighteen such lengths.

**What "typical" means**

The argument picks one optimum, while real hops vary. Consider all final states that can be reached from a site at the Fermi level with the same exponent u. The number of states in a shell dr and an energy interval dE is 4πr²g dr dE. At fixed r, dE = kT du, so among states of equal u the distances are distributed in proportion to r². The largest distance is r_max = uξ/2, where the energy cost has fallen to zero. The averages are

⟨r⟩ = (3/4) r_max = (3/8) uξ,

⟨r²⟩ = (3/5) r_max².

Since E = kT(u − 2r/ξ), the mean energy is

⟨E⟩ = kT(u − 3u/4) = ukT/4.

For u = (T₀/T)^(1/4) these means coincide with the optimum R and W. The standard deviation of the distance is

r_max √(3/5 − 9/16) = (uξ/2) √(3/80) = 2.33 ξ,

and that of the energy is 2kT/ξ times this, or 0.120 eV. For hops that start at the Fermi level, the length is therefore fairly well defined, at 9 ± 2 localization lengths, whereas the energy spreads over a range comparable with its mean. In a real network both ends of a hop vary in energy. A plain count of pairs with equal exponent then favours shorter hops: the distances follow r²(r_max − r), with mean (3/5) r_max, or about 7 ξ. But the pairs do not all matter equally for the current. When the conductances in a resistor network change slightly, the relative change of the total is the average of their relative changes, weighted by the power each dissipates. A hop conductance contains exp(−2r/ξ), so this weighted mean obeys 2⟨r⟩ = du/d(1/ξ), taken at fixed g and T and with a slowly varying prefactor neglected. Since u is proportional to (1/ξ)^(3/4), the result is ⟨r⟩ = (3/8) uξ, again about nine localization lengths.

For hops that start at the Fermi level, a random draw of final states, keeping the 21 054 whose exponent lay within 1% of 24.03, gave a mean distance of 9.02 ξ and a mean energy of 0.155 eV.

**How the hop energy appears in a measurement**

On an Arrhenius plot, the local activation energy is the slope of −ln σ against β = 1/kT. With σ₀ constant, −ln σ equals u plus a constant, and u = (kT₀β)^(1/4). Hence

du/dβ = u/(4β) = ukT/4 = W.

The local slope is the optimum hop energy. In a network it is the mean activation energy of the hops, weighted by dissipated power. This includes the cost of finding the starting state occupied and the final state empty, so it can exceed the energy difference between the two states. Minimizing u numerically at 299 K and 301 K and taking the slope between them gives 0.1553 eV, in agreement. Since W grows as T^(3/4), the Arrhenius plot is curved, and an activation energy read from it belongs to the temperature at which it was read.

**Answer to (c): length, density and rate**

For ξ = 0.30 nm,

R = 9.01 × 0.30 nm = 2.70 nm.

The density of states follows from g = 512/(9πkT₀ξ³). Here kT₀ = 0.02585 eV × 333 333 = 8617 eV, and ξ³ = 0.027 nm³ = 2.7 × 10⁻²³ cm³, so

g = 18.11/(8617 eV × 2.7 × 10⁻²³ cm³) = 7.8 × 10¹⁹ per eV per cm³.

The rate factor is exp(−24.03) = 3.7 × 10⁻¹¹. With a round attempt frequency of 10¹² per second, a typical hop occurs some tens of times per second. This rate is only as good as the assumed attempt frequency.

**A few cases**

ξ is held at 0.30 nm throughout. T₀ is 10⁸ K except in the third row, and T is 300 K except in the second.

| Case | R/ξ | W (eV) | u |
|---|---|---|---|
| Optimum, 300 K | 9.01 | 0.155 | 24.0 |
| Optimum, 400 K | 8.39 | 0.193 | 22.4 |
| Ten times fewer states | 16.0 | 0.276 | 42.7 |
| Half the optimum length | 4.51 | 1.24 | 57.1 |
| Twice the optimum length | 18.0 | 0.019 | 36.8 |

Heating to 400 K shortens the hop and raises its energy: warmer electrons can afford larger energy steps and need not search so far. On cooling, R grows as T^(−1/4) while W falls as T^(3/4).

In the third row T₀ rises tenfold, because T₀ is inversely proportional to g at fixed ξ. All three quantities then grow by 10^(1/4) = 1.78.

The last two rows show why the optimum is a compromise. Halving the length saves 9 in the tunnelling term but multiplies the energy by eight. Doubling it brings the energy step below kT but adds 18 to the tunnelling term. The half-length row assumes that g stays constant up to 1.24 eV, so it illustrates the formula rather than a real trap band.

**Which neglected effects matter**

*Coulomb interaction.* Let κ = e²/(4πε₀εᵣ), which is 0.480 eV nm for εᵣ = 3.0. Moving an electron from a filled state i to an empty state j at distance r changes the energy by Eⱼ − Eᵢ − κ/r. In the ground state this must be positive. If both states lie within E of the Fermi level, then Eⱼ − Eᵢ is at most 2E, so r must exceed κ/(2E). Allowing one state per sphere of that radius gives, for the number of states per volume within ±E,

N = 3/[4π(κ/2E)³] = 6E³/(πκ³).

A density of the form aE²/κ³ on each side of the Fermi level gives N = 2aE³/(3κ³), hence a = 9/π. The usual self-consistent estimate, quoted here without derivation, is a = 3/π. Both are rough estimates and do not bound the true depletion.

This depleted density joins the constant g at the energy Δ where aΔ²/κ³ = g. Below Δ there remain aΔ³/(3κ³) = gΔ/3 states instead of gΔ, so 2gΔ/3 are missing. For W above Δ, the one-state condition becomes

(4π/3) R³ g (W − 2Δ/3) = 1.

W is raised by the constant 2Δ/3, which does not affect the minimization over R. In this count the hop length stays at 9.01 ξ. For a = 9/π, Δ = 0.055 eV and W rises to 0.192 eV; for a = 3/π, Δ = 0.095 eV and W rises to 0.219 eV. Both results exceed Δ, as required. The hop rate falls to 0.24 or 0.09 of its former value. These figures assume a ground-state gap that ends sharply at Δ. In a real system the depletion can extend beyond Δ and remove more states, while at 300 K heat partly fills the centre of the gap.

This correction counts missing states but leaves out the attraction −κ/r in the cost of the hop itself. At r = 2.70 nm that term is 0.18 eV, as large as W. It acts against the upward shift found above, but it enters only hops from a filled to an empty state, and the ground-state condition keeps their cost positive, so it cannot simply be subtracted from W. An interaction this strong also depletes states well beyond Δ. This estimate therefore does not fix the size of the net Coulomb correction. The standard treatment of gap and attraction together gives, at low temperature, the Efros–Shklovskii law exp[−(T_ES/T)^(1/2)] with kT_ES ≈ 2.8κ/ξ, quoted here without derivation, or T_ES ≈ 5.2 × 10⁴ K. Its hop energy, (1/2)kT(T_ES/T)^(1/2), is 0.17 eV at 300 K and equals the Mott W at T = 16T_ES²/T₀ ≈ 430 K. By this rough criterion 300 K lies in the crossover region, where a clean T^(−1/4) law is not assured. Because the attraction is stronger at small r, it also favours somewhat shorter hops. The value 0.16 eV is the result of the non-interacting model.

*Electric field.* A field F lowers the cost of a hop straight down the potential by eFR. The coefficient of R in u changes from 2/ξ to 2/ξ − eF/kT. For any function AR + B/R³, the minimum lies at R = (3B/A)^(1/4) and equals 4AR/3, which is proportional to A^(3/4). The exponent is therefore multiplied by

[1 − eFξ/(2kT)]^(3/4).

At 0.2 MV/cm, the field of 1 V across 50 nm, eFξ = 0.006 eV. The bracket is 0.884 and the exponent falls from 24.03 to 21.90, a rate gain of 8.4. This is an upper limit for the gain in the optimum rate, because it treats all the states in the sphere as if they lay straight down the field. Other directions gain less, and hops against the field become slower, so 8.4 is not the gain in conductivity. The energy drop along a typical hop is eFR = 0.054 eV, about twice kT, so departures from Ohm's law are to be expected. The low-field estimate needs F well below kT/(eR) = 0.096 MV/cm.

*Excitation to the band.* An amplitude tail exp(−r/ξ) belongs to a binding energy ħ²/(2mξ²). With an effective mass of 0.4 electron masses this is 1.06 eV. Exciting the electron over that depth costs an exponent of 40.9, against 24.0 for hopping. For equal prefactors, hopping wins by a wide margin. A final state higher in energy is also bound less deeply and has a longer tail, which makes hopping faster; the constant ξ used here leaves this out. If ξ is scaled as (1.06 eV − W)^(−1/2) and u is minimized again, the exponent falls to 22.6, a gain of about 4. With ten times fewer states the hopping exponent is 42.7 at constant ξ and about 37.8 with this scaling, so it lies within a few units of 40.9 on one side or the other. The prefactors, which can differ by orders of magnitude, then decide which route dominates. This comparison holds at low field. If the trap is charged when empty, a field lowers the barrier to the band by 2√(eFκ), the Poole–Frenkel effect. At 0.2 MV/cm this is 2√(0.020 eV/nm × 0.480 eV nm) = 0.196 eV, which brings the exponent from 40.9 to 33.4, a gain of about 2000. Hopping still wins at the full density, but with ten times fewer states the band route then has the smaller exponent.

*Width of the trap band.* Suppose the traps fill a band 1.0 eV wide, centred on the Fermi level. States are then available up to 0.5 eV above it, and W uses 31% of that range. Since W grows as T^(3/4), it would reach the band edge only near 1400 K, where the search for a favourable energy would lose its meaning. At 300 K the typical hop is not limited by the band edge.

*Lattice vibrations.* The hop energy is about 1.2 times a Si–O stretching quantum of roughly 0.13 eV. One quantum of this mode cannot supply a step of the full W. The lattice, however, supplies only the energy difference between the two states, which in a network is often smaller than the activation energy ε. In a plain count of pairs with equal ε, two thirds have both states on the same side of the Fermi level, where the difference averages ε/2, and one third straddle it, where the difference equals ε. The mean is 2ε/3, about 0.10 eV. Many hops therefore lie below this quantum, while the larger steps need several quanta or a mode of higher energy. A rate ν exp(−W/kT) with constant ν is then only an estimate, and relaxation of the lattice around the trapped electron can change both the rate and its activation energy. Strong relaxation usually raises the activation energy; none of this is included here.

**Comparison with a real low-k film**

The permittivity of 3 and a trap depth near 1 eV are reasonable rough values for an organosilicate low-k film. The trap density is not typical of a good one: a band 1 eV wide holds 7.8 × 10¹⁹ traps per cm³, which suits a heavily damaged or very defect-rich film. With a tenth of that density, the third row of the table applies, and excitation to the band competes with hopping. Fields in devices can also break the low-field assumption. At 0.2 MV/cm the optimum rate rises by a factor of at most 8.4 in this model, although single long hops down the field can gain more. Emission to the band from traps that are charged when empty gains far more, about 2000, and can take over in the less defective film. The two simple gap estimates alone would slow hopping by factors of about 4 and 12, which are not bounds. The attraction left out of those factors acts the other way, while depletion beyond Δ adds to the slowing, and 300 K lies near the crossover to the Efros–Shklovskii law. A fitted T₀ of 10⁸ K thus gives a hop of about nine localization lengths and an activation energy of 0.16 eV, provided that the data were taken at low field, that they follow the T^(−1/4) law, and that interactions are weak enough for the non-interacting model. For the parameters used here, the last condition is in doubt, because the attraction left out is as large as the hop energy itself.

Values computed for the example and the checks

```
Characteristic temperature T0 = 1.0e+08 K
Temperature T = 300 K
Thermal energy kT = 0.02585 eV
Ratio T0/T = 333333.3 (no unit)
Exponent (T0/T)^(1/4) = 24.028 (no unit)
Hop length R/xi = 9.011 (no unit)
Hop energy W = 0.1553 eV
Hop energy W = 2.488e-20 J
Tunnelling part 2R/xi = 18.021 (no unit)
Thermal part W/kT = 6.007 (no unit)
Arrhenius slope from numerical minima = 0.1553 eV
Localization length xi = 0.30 nm
Hop length R = 2.703 nm
Density of states g = 7.783e+19 per eV per cm3
Attempt frequency = 1.0e+12 1/s
Rate factor exp(-u) = 3.67e-11 (no unit)
Typical hop rate = 36.7 1/s
Length 0.5 R: W = 1.2423 eV, u = 57.07
Length 2.0 R: W = 0.0194 eV, u = 36.79
Spread of hop length, formula = 2.33 xi
Spread of hop energy, formula = 0.120 eV
Random states selected = 21054 (count)
Random-state mean length = 9.02 xi
Random-state mean energy = 0.155 eV
At 400 K: R/xi = 8.385, W = 0.1927 eV, u = 22.361
Relative permittivity = 3.0 (no unit)
Coulomb constant kappa = 0.4800 eV nm
Gap coefficient a = 2.865: Delta = 0.0548 eV, shift = 0.0365 eV
  with this gap: W = 0.1918 eV, u = 25.44, rate factor = 0.243
Gap coefficient a = 0.955: Delta = 0.0949 eV, shift = 0.0633 eV
  with this gap: W = 0.2186 eV, u = 26.48, rate factor = 0.086
Field F = 0.20 MV/cm
Energy drop eFR = 0.0541 eV
Ohmic field scale kT/(eR) = 0.0956 MV/cm
Down-field exponent = 21.90 (no unit)
Down-field rate gain = 8.4 (no unit)
Effective mass = 0.4 electron masses
Trap depth from tail = 1.058 eV
Band-excitation exponent = 40.9 (no unit)
Trap band width = 1.0 eV
Total trap density = 7.78e+19 per cm3
W / half band width = 0.311 (no unit)
Rough Si-O stretching quantum = 0.13 eV
W / stretching quantum = 1.19 (no unit)
```
